\section*{Stopping power of a fast charge in the RPA electron gas}

\section{What goes wrong}

A code that integrates the RPA loss function of an electron gas on a frequency grid without broadening misses the plasmon, which is an infinitely narrow line at small momentum transfer. For a proton at ten atomic units of speed in a gas with $r_s=2$, this loses 41\,\% of the stopping power. If the line is then added, the plasmon and electron--hole parts are still unequal, and a rule of ``equal contributions'' read literally suggests a fault where there is none. The rule needs a precise form before it can serve as a check.

Hartree atomic units are used ($\hbar=m=e=1$). A point charge $Z$, much heavier than an electron, moves with constant nonrelativistic velocity $\mathbf v$ through a uniform gas of density $n$ at zero temperature. The gas has Fermi speed $v_F$ and plasma frequency $\omega_p=\sqrt{4\pi n}$, and responds linearly, which requires $Z/v\ll1$.

\section{From the induced field to the loss function}

The charge density $Z\delta(\mathbf r-\mathbf vt)$ contains only frequencies $\omega=\mathbf q\cdot\mathbf v$. Poisson's equation in the medium, less the bare potential, gives
\begin{equation}
\phi_{\rm ind}(\mathbf r,t)=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi Z}{q^2}
\left[\frac1{\varepsilon(q,\mathbf q\cdot\mathbf v)}-1\right]e^{i\mathbf q\cdot(\mathbf r-\mathbf vt)} .
\end{equation}
The force on the charge is $-Z\nabla\phi_{\rm ind}$, so the energy lost per unit length is $S=Z\,\hat{\mathbf v}\cdot\nabla\phi_{\rm ind}$ at $\mathbf r=\mathbf vt$. With $\mu=\hat{\mathbf q}\cdot\hat{\mathbf v}$ and $d^3q=2\pi q^2dq\,d\mu$,
\begin{equation}
S=\frac{Z^2}{\pi}\int_0^\infty\! q\,dq\int_{-1}^1\!\mu\,d\mu\; i\left[\frac1{\varepsilon(q,qv\mu)}-1\right].
\end{equation}
Since $\varepsilon(q,-\omega)=\varepsilon(q,\omega)^*$, the real part of the bracket is even in $\mu$ and drops out. The imaginary part is odd and gives twice the integral over $0<\mu<1$, with $i\cdot i=-1$. Substituting $\omega=qv\mu$, so that $\mu\,d\mu=\omega\,d\omega/(q^2v^2)$, gives
\begin{equation}
S=\frac{Z^2\omega_p^2}{v^2}L,\qquad
L=\frac{2}{\pi\omega_p^2}\int_0^\infty\!\frac{dq}{q}\int_0^{qv}\!\omega\,{\rm Im}\!\left[\frac{-1}{\varepsilon(q,\omega)}\right]d\omega .
\label{L}
\end{equation}

\section{The RPA dielectric function}

In the RPA $\varepsilon=1-(4\pi/q^2)\chi_0$, with
\begin{equation}
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+k^2/2-|\mathbf k+\mathbf q|^2/2+i0}.
\end{equation}
Shift $\mathbf k\to\mathbf k-\mathbf q$ in the second term and let $p$ be the component of $\mathbf k$ along $\mathbf q$. The denominators become $a-b$ and $a+b$, with $a=\omega-qp+i0$ and $b=q^2/2$. Because $1/(a-b)-1/(a+b)=2b/(a^2-b^2)$,
\begin{equation}
\varepsilon(q,\omega)=1-\omega_p^2\left\langle\frac1{(\omega-qp+i0)^2-q^4/4}\right\rangle .
\label{eps}
\end{equation}
The average is over the Fermi sphere. A slice at $p$ has area $\pi(v_F^2-p^2)$, so $p$ has the density $g(p)=\frac{3}{4v_F}(1-p^2/v_F^2)$ for $|p|<v_F$, and $\langle p^2\rangle=v_F^2/5$.

For coding, put $u=\omega/(qv_F)$ and $z=q/(2v_F)$, and split the fraction again into $1/(a\mp b)$. With
\begin{equation}
J(y)=\int_{-1}^1\frac{1-x^2}{y-x}dx=2y+(1-y^2)\ln\frac{y+1}{y-1},
\end{equation}
which follows from $1-x^2=(1-y^2)+(y-x)(y+x)$, the Lindhard function is
\begin{equation}
\varepsilon=1-\frac{3\omega_p^2}{4q^3v_F}\left[J(u-z)-J(u+z)\right],\qquad u\to u+i0 .
\end{equation}

The imaginary part of (\ref{eps}) for $\omega>0$ is
\begin{equation}
{\rm Im}\,\varepsilon=\frac{\pi\omega_p^2}{q^3}\left[g\!\left(\frac\omega q-\frac q2\right)-g\!\left(\frac\omega q+\frac q2\right)\right]\ge0 ,
\label{im}
\end{equation}
because $g$ does not increase with $|p|$. It vanishes outside the electron--hole continuum, $\max(0,q^2/2-qv_F)<\omega<q^2/2+qv_F$.

\section{Electrons at rest}

For $v_F=0$ all integrals are elementary. Here $1/\varepsilon=1+\omega_p^2/(\omega^2-\Omega^2)$ with $\Omega^2=\omega_p^2+q^4/4$, so
\begin{equation}
{\rm Im}\left[\frac{-1}{\varepsilon}\right]=\frac{\pi\omega_p^2}{2\Omega}\,\delta(\omega-\Omega)\qquad(\omega>0).
\end{equation}
One line changes from a plasmon at small $q$ to a free recoil, $\Omega\approx q^2/2$, at large $q$. The inner integral in (\ref{L}) is $\pi\omega_p^2/2$ if $\Omega<qv$ and zero otherwise. The limits solve $q^4/4-q^2v^2+\omega_p^2=0$:
\begin{equation}
q_\pm^2=2v^2\pm2\sqrt{v^4-\omega_p^2},\qquad
L=\ln\frac{q_+}{q_-}={\rm arcosh}\frac{v^2}{\omega_p}.
\end{equation}
The last form uses $q_+^2q_-^2=4\omega_p^2$, so that $q_+/q_-=q_+^2/(2\omega_p)$. For $v^2\gg\omega_p$ it becomes $\ln(2v^2/\omega_p)$. The same product shows that
\begin{equation}
q_*=\sqrt{2\omega_p}
\end{equation}
is the geometric mean of the limits. Momentum transfers below and above $q_*$ therefore contribute exactly equal halves in this model. At $q_*$ the free recoil energy $q_*^2/2$ equals $\omega_p$.

This result was tested from the field side, by finite differences of the induced potential at the charge with weak damping extrapolated linearly to zero. For $v=2$ and $\omega_p=0.612$ the two parts are 1.280 and 1.282, and their sum 2.562 compares with ${\rm arcosh}(v^2/\omega_p)=2.564$.

\section{The Bethe logarithm for a moving gas}

\subsection{Sum rule}

By (\ref{eps}), $\varepsilon-1$ is analytic in the upper half plane of $\omega$ and falls as $\omega^{-2}$, so it has the dispersion form
\begin{equation}
\varepsilon(q,\omega)=1+\frac2\pi\int_0^\infty\frac{\nu\,{\rm Im}\,\varepsilon(q,\nu)}{\nu^2-\omega^2}\,d\nu .
\end{equation}
If $\omega^2$ is not real, the right side has a nonzero imaginary part by (\ref{im}). If $\omega^2<0$, it exceeds 1. Hence $\varepsilon$ has no zero in the upper half plane, and $1/\varepsilon$ is analytic there. Integrate $\omega(1/\varepsilon-1)$ along the real axis, passing above the poles, and back over a large semicircle. There $1/\varepsilon-1\to\omega_p^2/\omega^2$, so the semicircle gives $i\pi\omega_p^2$. The total is zero, and only the odd function ${\rm Im}(1/\varepsilon)$ survives on the axis, so
\begin{equation}
\int_0^\infty\omega\,{\rm Im}\left[\frac{-1}{\varepsilon(q,\omega)}\right]d\omega=\frac{\pi\omega_p^2}2\quad\text{for every }q.
\end{equation}
Let $W(q,v)$ be the share of this sum with $\omega<qv$. Then $0\le W\le1$ and $L=\int W\,dq/q$.

\subsection{The constant in the logarithm}

At small $q$, expanding (\ref{eps}) near $\omega_p$ gives the plasmon dispersion
\begin{equation}
\omega_{\rm pl}^2=\omega_p^2+\tfrac35v_F^2q^2+O(q^4).
\end{equation}
The continuum has a small share $c(q)$ of the sum: at $\omega=qw$ with $w$ of order $v_F$, $\varepsilon$ is of order $\omega_p^2/(q^2v_F^2)$, so ${\rm Im}[-1/\varepsilon]=O(q^2)$, while $\omega\,d\omega=q^2w\,dw$. Thus $c=O(q^4)$.

For large $v$ there are four ranges.
\begin{itemize}
\item Below $q_-$, where $\omega_{\rm pl}(q_-)=q_-v$, the plasmon is out of reach. Only $c(q)$ counts, and it adds $O(q_-^4)=O(v^{-4})$.
\item For $q_-<q<2(v-v_F)$ the plasmon and the whole continuum lie below $qv$, so $W=1$.
\item For $2(v-v_F)<q<2(v+v_F)$ the continuum is cut by the line $\omega=qv$. Since $W\le1$, this range adds at most $\ln[(v+v_F)/(v-v_F)]=O(1/v)$.
\item Above $2(v+v_F)$ the continuum starts above $qv$, and $W=0$.
\end{itemize}
With $q_-\to\omega_p/v$,
\begin{equation}
L=\ln\frac{2v}{\omega_p/v}+O(1/v)=\ln\frac{2v^2}{\omega_p}+O(1/v).
\label{bethe}
\end{equation}
In ordinary units the argument is $2mv^2/\hbar\omega_p$, the largest energy transfer to an electron at rest over the plasmon energy.

The part with $q<q_*$ is
\begin{equation}
L_{\rm soft}=\ln\frac{q_*}{q_-}+O(v^{-4})
=\frac12\ln\frac{2v^2}{\omega_p}-\frac3{10}\frac{v_F^2}{v^2}+O(v^{-4}),
\label{soft}
\end{equation}
where the dispersion gives $q_-^2(v^2-\frac35v_F^2)=\omega_p^2$ to this order. By (\ref{bethe}) the part with $q>q_*$ has the same leading term. This is the first sense of equal contributions: small and large momentum transfers, or distant and close collisions, separated at $q_*$. The soft part is not purely collective, since it also contains electron--hole pairs.

\section{Plasmons against electron--hole pairs}

The second sense separates the loss by kind of excitation. Put $\omega=qw$ in (\ref{L}). Then $\omega\,d\omega=q^2w\,dw$ and $w$ runs from 0 to $v$, so with $s=q^2$
\begin{equation}
\frac{dL}{dv}=\frac{v}{\pi\omega_p^2}\int_0^\infty\! ds\;{\rm Im}\left[\frac{-1}{\varepsilon(q,qw)}\right]_{w=v}.
\label{dL}
\end{equation}
At fixed $w>v_F$, with $t=4(w-p)^2$, (\ref{eps}) reads
\begin{equation}
\frac1\varepsilon=\frac{s}{N(s)},\qquad N(s)=s-\omega_p^2D(s),\qquad D(s)=\left\langle\frac4{t-s}\right\rangle .
\end{equation}
As a function of complex $s$, $D$ has one cut, from $s_1=4(w-v_F)^2$ to $4(w+v_F)^2$. This is the continuum. Since $w+i0$ adds $+i0$ to $t$, the physical value of $D$ lies on the lower side of the cut.

\subsection{The single plasmon pole}

Below the cut $D''>0$, so $N$ is concave, and $N(0)<0$. At the cut edge,
\begin{equation}
D(s_1)=\left\langle\frac1{(v_F-p)(2w-v_F-p)}\right\rangle ,
\end{equation}
which is finite because $g$ vanishes linearly at $p=v_F$. It decreases with $w$ while $s_1$ grows from zero, so $N(s_1)$ changes sign once, at a speed $v_c$. There the plasmon meets the continuum edge at $q_c=2(v_c-v_F)$. For $w>v_c$, $N(s_1)>0$, and a concave function that goes from negative to positive has one zero $s_p$, with $N'(s_p)>0$. Above the cut $D<0$ and $N>0$.

A complex zero $s$ would satisfy ${\rm Im}N/{\rm Im}s=0$, that is, $\omega_p^2\langle4/|t-s|^2\rangle=1$. Subtracting $N(s_p)=0$ from $N(s)=0$ and dividing by $s-s_p$ gives $1=\omega_p^2\langle4/[(t-s)(t-s_p)]\rangle$. The Cauchy--Schwarz inequality then requires
\begin{equation}
1\le\left[\omega_p^2\left\langle\frac{4}{|t-s|^2}\right\rangle\right]^{1/2}\left[\omega_p^2\left\langle\frac4{(t-s_p)^2}\right\rangle\right]^{1/2}=\sqrt{1-N'(s_p)}<1,
\end{equation}
a contradiction. So $s_p$ is the only zero.

\subsection{Equality of the increments}

For large $|s|$, $D\to-4/s$ and $1/\varepsilon-1=\omega_p^2D/N\to-4\omega_p^2/s^2$. Its integral over a large circle vanishes, so the residue at $s_p$ and the loop around the cut cancel. The counterclockwise loop runs forward on the lower side and back on the upper side, where the function has the conjugate value:
\begin{equation}
0=2\pi i\,\frac{s_p}{N'(s_p)}-2i\int_{\rm cut}{\rm Im}\left[\frac{-1}\varepsilon\right]ds .
\end{equation}
At the pole $N\approx N'(s_p)(s-s_p)+i0$, so the plasmon line is ${\rm Im}[-1/\varepsilon]=\pi\,[s_p/N'(s_p)]\,\delta(s-s_p)$, with area $\pi s_p/N'(s_p)$. This equals the cut integral. With (\ref{dL}),
\begin{equation}
\frac{dL_{\rm pl}}{dv}=\frac{dL_{\rm eh}}{dv}=\frac{v\,s_p}{\omega_p^2N'(s_p)}\qquad(v>v_c).
\label{eq}
\end{equation}
Within the RPA this needs no high-speed expansion. It equates increments, not values: $\Delta=L_{\rm eh}-L_{\rm pl}$ is independent of $v$ above $v_c$.

The constant follows from the momentum split. As $v\to\infty$ the parts below and above $q_*$ become equal. If $q_c<q_*$, as in the example below, the soft part contains all of $L_{\rm pl}$ and the pair part $\int_0^{q_*}c\,dq/q$. Moving this pair part to the other side changes the difference by twice its value. Since $c=1$ beyond $q_c$,
\begin{equation}
\Delta=2\ln\frac{q_*}{q_c}+2\int_0^{q_c}c(q)\,\frac{dq}q .
\label{Delta}
\end{equation}

\subsection{The first correction}

For large $w$, $s_p=O(w^{-2})$, and the slope of $D$ at small $s$ is $O(w^{-4})$. Hence $s_p=\omega_p^2D(0)[1+O(w^{-4})]$ and $N'(s_p)=1+O(w^{-4})$. With $D(0)=\langle(w-p)^{-2}\rangle=w^{-2}[1+3\langle p^2\rangle/w^2+O(w^{-4})]$, twice (\ref{eq}) is
\begin{equation}
\frac{dL}{dv}=\frac2v\left[1+\frac35\frac{v_F^2}{v^2}+O(v^{-4})\right].
\end{equation}
Integrating, with the constant from (\ref{bethe}),
\begin{equation}
L=\ln\frac{2v^2}{\omega_p}-\frac35\frac{v_F^2}{v^2}+O(v^{-4}).
\label{final}
\end{equation}
Half of this correction is in (\ref{soft}), so the soft and hard parts agree through order $v^{-2}$. If $q_c<q_*$ and $v>v_F+q_*/2$, they are exactly equal. All pairs with $q<q_*$ are then within reach, so the soft part grows only through $L_{\rm pl}$ and the hard part only through $L_{\rm eh}$. These increments are equal by (\ref{eq}), and the difference of the two parts vanishes as $v\to\infty$.

\section{Implementation}

Near the plasmon, $\varepsilon\approx(\omega-\omega_{\rm pl})\,\partial_\omega\varepsilon+i0$, so its share of the sum rule is
\begin{equation}
P(q)=\frac{2\,\omega_{\rm pl}}{\omega_p^2\,\partial_\omega\varepsilon(q,\omega_{\rm pl})},\qquad
L_{\rm pl}=\int_{q_-}^{q_c}P(q)\frac{dq}q\quad(v>v_c).
\end{equation}
The continuum is integrated separately up to $\min(qv,\,q^2/2+qv_F)$. For $q<2v_F$ the frequency grid needs a break at $\omega=qv_F-q^2/2$, where the second term of (\ref{im}) ends and the slope of ${\rm Im}\,\varepsilon$ jumps. Nodes should be dense near the upper edge, where the plasmon enters. Two checks are $P+c=1$ at each $q<q_c$, and equal increments of $L_{\rm pl}$ and $L_{\rm eh}$ between any two speeds above $v_c$.

\section{A proton in a gas with $r_s=2$}

These round model parameters give $v_F=0.9596$, $\omega_p=0.6124$, $q_*=1.107$, $q_c=0.6996$ and $v_c=1.309$, all in atomic units. At $v=10$ (2.50~MeV), (\ref{final}) gives
\begin{equation}
L=\ln\frac{200}{0.6124}-0.6\,\frac{0.9596^2}{100}=5.7887-0.0055=5.7832 .
\end{equation}
Direct integration of the loss function also gives 5.7832. Then
\begin{equation}
S=\frac{0.6124^2}{100}\times5.783=0.02169~\text{hartree/bohr}=1.115~\text{eV/\AA}.
\end{equation}

The momentum split gives 2.8916 on each side. The split by excitation gives 2.354 for plasmons and 3.429 for pairs. At $v=5$, 10 and 20 the difference stays at 1.0749, while the plasmon share rises from 37.7 to 40.7 and 42.5\,\%. In (\ref{Delta}) the first term is $2\ln(1.1067/0.6996)=0.917$. This is twice the contribution to $L$ of transfers between $q_c$ and $q_*$, which are soft by momentum but can excite only pairs. Moving them from the soft half to the pair part changes the difference by twice their value. The remaining 0.158 is the second term, twice the integral of $c(q)/q$ below $q_c$.

The share is $\frac12(1-\Delta/L)$, so the approach to one half is logarithmic. A share of 45\,\% needs $L=10\Delta\approx10.75$, hence $v\approx119$. This is 0.87 of the speed of light, where the nonrelativistic theory has already failed.

\section{Where the result fails}

Near $v_F$ the expansion (\ref{final}) is inaccurate and (\ref{L}) must be integrated: for $r_s=2$ and $v=1.1\,v_F$ the expansion gives $L=0.80$, the integral 0.54. Below $v_c$ the proof of (\ref{eq}) does not apply. The speed $v_c$ is not exactly the onset of plasmon emission. Since $g$ vanishes linearly at $p=v_F$, $N'(s)\to-\infty$ logarithmically at the cut edge, so the plasmon phase velocity $\omega_{\rm pl}/q$ has a shallow minimum just below $q_c$ (1.3087 at $q\approx0.692$ for $r_s=2$, against $v_c=1.3094$). Between this minimum and $v_c$, $N$ has two zeros, and $L_{\rm pl}$ is the integral of $P\,dq/q$ between the corresponding momenta. When $Z/v$ is not small, higher powers of $Z$ enter. A light projectile recoils, which changes the condition $\omega=\mathbf q\cdot\mathbf v$. The RPA leaves out exchange and correlation in the response, and the uniform gas has no core electrons, whose excitation adds to the stopping in a real solid. The numerical output below belongs to this model and is not a prediction for a named material.

\section*{Computed values}
\begin{verbatim}
density parameter r_s = 2.0 bohr
electron density = 0.029842 bohr^-3
Fermi speed vF = 0.95958 a.u.
plasma frequency wp = 0.61237 hartree
splitting momentum sqrt(2 wp) = 1.10668 bohr^-1
plasmon meets continuum at q_c = 0.69957 bohr^-1
threshold speed v_c = 1.30937 a.u.
gas at rest, v = 2.0 a.u.: arcosh(v^2/wp) = 2.5639
  from potential: soft 1.2800, hard 1.2819, sum 2.5619
sum-rule shares at q/q_c = 0.5, 1.3, 3.0: 1.00000, 1.00000, 1.00000
plasmon share of sum rule at q_c/2 = 0.99119
phase velocity 1.4403 a.u.: plasmon 0.949669, pairs 0.949669 bohr^-2
phase velocity 3.0000 a.u.: plasmon 0.139976, pairs 0.139976 bohr^-2
phase velocity 10.0000 a.u.: plasmon 0.011847, pairs 0.011847 bohr^-2
v = 5 a.u., proton energy = 0.625 MeV
  lower momentum q_minus = 0.12387 bohr^-1
  L plasmon = 1.6525, L pairs = 2.7274, L total = 4.3799
  pairs minus plasmon = 1.0749, plasmon share = 37.73 %
  L soft = 2.1899, L hard = 2.1899
  ln(2v^2/wp) = 4.4024, with vF term = 4.3803
  stopping power = 0.065698 hartree/bohr
v = 10 a.u., proton energy = 2.498 MeV
  lower momentum q_minus = 0.06141 bohr^-1
  L plasmon = 2.3541, L pairs = 3.4291, L total = 5.7832
  pairs minus plasmon = 1.0749, plasmon share = 40.71 %
  L soft = 2.8916, L hard = 2.8916
  ln(2v^2/wp) = 5.7887, with vF term = 5.7832
  stopping power = 0.021687 hartree/bohr
  stopping power = 1.1152 eV/A
v = 20 a.u., proton energy = 9.993 MeV
  lower momentum q_minus = 0.03064 bohr^-1
  L plasmon = 3.0494, L pairs = 4.1243, L total = 7.1736
  pairs minus plasmon = 1.0749, plasmon share = 42.51 %
  L soft = 3.5868, L hard = 3.5868
  ln(2v^2/wp) = 7.1750, with vF term = 7.1736
  stopping power = 0.006725 hartree/bohr
\end{verbatim}
